# Many-body dispersion gradients with geometry-dependent Hirshfeld volumes: a numerical check

```python
"""Gradient of the many-body dispersion energy (MBD@rsSCS) after a PBE calculation.

Result under test, for nuclear positions R and Hirshfeld volume ratios v_i:
    dE/dR = (dE/dR at fixed v) + sum_i c_i dv_i/dR,     c_i = dE/dv_i,
    dE = 1/4 sum_p (u_p^T dC u_p)/sqrt(lambda_p) - 3/2 sum_i d omega_i,
where C is the coupled-oscillator matrix with eigenpairs lambda_p, u_p and
omega_i are the screened oscillator frequencies.
The sum over c_i dv_i/dR is obtained from the ordinary DFT gradient in the
presence of the weak potential mu*m(r), m = sum_i c_i r_i^3 w_i / Vfree_i,
with w_i the Hirshfeld weights.  It is checked against displaced SCF runs.
Atomic units inside; eV and angstrom in the output.
"""
import numpy as np
from scipy.special import erf
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants
from pyscf import gto, dft

ANG = physical_constants['Bohr radius'][0] * 1e10       # angstrom per bohr
EV = physical_constants['Hartree energy in eV'][0]      # eV per hartree
FORCE = EV / ANG                                        # hartree/bohr -> eV/angstrom

# Standard free-atom parameters of the method: polarizability, C6, vdW radius
FREE = {'H': (4.50, 6.50, 3.10), 'O': (5.40, 15.60, 3.19)}
BETA, STEEPNESS = 0.83, 6.0
BASIS, XC, GRID_LEVEL = 'def2-svp', 'pbe', 2


def frequency_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.6 * (1 + x) / (1 - x), 1.2 * w / (1 - x)**2


FREQ, FREQ_W = frequency_grid(20)
FREQ = np.concatenate(([0.0], FREQ))        # static value first, with zero weight
FREQ_W = np.concatenate(([0.0], FREQ_W))


def pair_sum(a):
    return a[:, None] + a[None, :]


def dipole_tensor(R, dR, S, dS, sig=None, dsig=None):
    """Damped dipole tensor and its tangent.  With sig: Gaussian-smeared and
    short-ranged; without sig: point dipoles, long-ranged."""
    n = len(R)
    x, dx = R[:, None] - R[None], dR[:, None] - dR[None]
    off = 1.0 - np.eye(n)
    r = np.sqrt((x**2).sum(-1)) + np.eye(n)
    dr = (x * dx).sum(-1) / r
    f = 1 / (1 + np.exp(-STEEPNESS * (r / S - 1)))
    df = STEEPNESS * f * (1 - f) * (dr / S - r * dS / S**2)
    if sig is None:
        B, D, dB, dD, g, dg = 1.0, 0.0, 0.0, 0.0, f, df
    else:
        z = r / sig
        dz = dr / sig - z * dsig / sig
        gauss = np.exp(-z**2) / np.sqrt(np.pi)
        B, D = erf(z) - 2 * z * gauss, 4 * z**3 * gauss
        dB, dD = D / z * dz, D * (3 / z - 2 * z) * dz
        g, dg = 1 - f, -df
    b, db = B / r**3, dB / r**3 - 3 * B * dr / r**4
    c = (D - 3 * B) / r**5
    dc = (dD - 3 * dB) / r**5 - 5 * (D - 3 * B) * dr / r**6
    xx = x[..., :, None] * x[..., None, :]
    dxx = dx[..., :, None] * x[..., None, :] + x[..., :, None] * dx[..., None, :]

    def e(a):
        return a[..., None, None]
    t = e(b) * np.eye(3) + e(c) * xx
    dt = e(db) * np.eye(3) + e(dc) * xx + e(c) * dxx
    T, dT = e(off * g) * t, e(off * dg) * t + e(off * g) * dt
    return [a.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n) for a in (T, dT)]


def mbd(symbols, R, v, dR=None, dv=None):
    """MBD energy, its derivative along the tangent (dR, dv), and details."""
    n = len(R)
    dR = np.zeros((n, 3)) if dR is None else dR
    dv = np.zeros(n) if dv is None else dv
    a_free, c6_free, r_free = np.array([FREE[s] for s in symbols]).T
    w_free = 4 / 3 * c6_free / a_free**2
    rad = r_free * v**(1 / 3)
    drad = rad * dv / (3 * v)
    S, dS = BETA * pair_sum(rad), BETA * pair_sum(drad)
    alpha_u, dalpha_u = [], []
    for u in FREQ:
        a = a_free * v / (1 + (u / w_free)**2)
        da = a * dv / v
        s = (np.sqrt(2 / np.pi) * a / 3)**(1 / 3)
        ds = s * dv / (3 * v)
        sig = np.sqrt(pair_sum(s**2))
        T, dT = dipole_tensor(R, dR, S, dS, sig, pair_sum(s * ds) / sig)
        A = np.linalg.inv(np.diag(np.repeat(1 / a, 3)) + T)
        dA = -A @ (np.diag(np.repeat(-da / a**2, 3)) + dT) @ A
        for store, mat in ((alpha_u, A), (dalpha_u, dA)):
            store.append(np.einsum('iaja->i', mat.reshape(n, 3, n, 3)) / 3)
    alpha_u, dalpha_u = np.array(alpha_u), np.array(dalpha_u)
    c6 = 3 / np.pi * FREQ_W @ alpha_u**2
    dc6 = 6 / np.pi * FREQ_W @ (alpha_u * dalpha_u)
    al, dal = alpha_u[0], dalpha_u[0]
    om = 4 / 3 * c6 / al**2
    dom = om * (dc6 / c6 - 2 * dal / al)
    rad = r_free * (al / a_free)**(1 / 3)
    drad = rad * dal / (3 * al)
    T, dT = dipole_tensor(R, dR, BETA * pair_sum(rad), BETA * pair_sum(drad))
    k = np.repeat(om * np.sqrt(al), 3)
    dk = k * np.repeat(dom / om + dal / (2 * al), 3)
    C = np.diag(np.repeat(om**2, 3)) + np.outer(k, k) * T
    dC = (np.diag(np.repeat(2 * om * dom, 3)) + np.outer(k, k) * dT
          + (np.outer(dk, k) + np.outer(k, dk)) * T)
    lam, vec = np.linalg.eigh(C)
    assert lam[0] > 0
    dlam = np.einsum('ap,ab,bp->p', vec, dC, vec)
    energy = 0.5 * np.sqrt(lam).sum() - 1.5 * om.sum()
    denergy = 0.25 * (dlam / np.sqrt(lam)).sum() - 1.5 * dom.sum()
    return energy, denergy, dict(alpha=al, omega=om, T=T, lam=lam)


def free_atom(symbol, spin, electrons):
    """Spherically averaged free-atom density: log-spline and r^3 volume."""
    mol = gto.M(atom=[(symbol, (0, 0, 0))], basis=BASIS, spin=spin, verbose=0)
    mf = dft.UKS(mol)
    mf.xc, mf.grids.level, mf.conv_tol, mf.max_cycle = XC, GRID_LEVEL, 1e-8, 100
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1()).sum(axis=0)
    axes = np.vstack((np.eye(3), -np.eye(3)))
    corners = np.array([(i, j, k) for i in (-1, 1) for j in (-1, 1)
                        for k in (-1, 1)]) / np.sqrt(3)
    dirs = np.vstack((axes, corners))
    ang_w = np.array([1 / 15] * 6 + [3 / 40] * 8)   # exact through degree five
    r = 25 * np.linspace(0, 1, 1500)**2
    ao = mol.eval_gto('GTOval_sph', (r[:, None, None] * dirs).reshape(-1, 3))
    rho = ((ao @ dm) * ao).sum(1).reshape(len(r), -1) @ ang_w
    count = float(CubicSpline(r, 4 * np.pi * r**2 * rho).integrate(0, 25))
    assert abs(count - electrons) < 1e-3
    volume = float(CubicSpline(r, 4 * np.pi * r**5 * rho).integrate(0, 25))
    return CubicSpline(r, np.log(np.maximum(rho, 0) + 1e-30)), volume


# Water dimer: atoms 0-2 donor (atom 1 is the bonding hydrogen), 3-5 acceptor
names = ['O1', 'H1', 'H2', 'O2', 'H3', 'H4']
symbols = [s[0] for s in names]
bond, angle, separation, tilt = 0.96, 104.5, 2.90, 55.0
th, half, tl = np.radians([angle, angle / 2, tilt])
bisector = np.array([-np.sin(tl), 0, np.cos(tl)])
O2 = np.array([0, 0, separation])
side = np.array([0, np.sin(half), 0])
R0 = np.array([[0, 0, 0], [0, 0, bond],
               [bond * np.sin(th), 0, bond * np.cos(th)], O2,
               O2 + bond * (np.cos(half) * bisector + side),
               O2 + bond * (np.cos(half) * bisector - side)]) / ANG
natom = len(R0)

atoms = {'H': free_atom('H', 1, 1), 'O': free_atom('O', 2, 8)}
vfree = np.array([atoms[s][1] for s in symbols])


def run_scf(R, dm0=None, extra=None):
    mol = gto.M(atom=[(s, tuple(x)) for s, x in zip(symbols, R)],
                unit='Bohr', basis=BASIS, verbose=0)
    mf = dft.RKS(mol)
    mf.xc, mf.grids.level = XC, GRID_LEVEL
    mf.grids.build()
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-6
    if extra is not None:
        h = mf.get_hcore() + extra
        mf.get_hcore = lambda *args: h
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def stockholder(R, points):
    d = points[None] - R[:, None]
    r = np.sqrt((d**2).sum(-1))
    rho = np.array([np.exp(atoms[s][0](ri)) for s, ri in zip(symbols, r)])
    total = rho.sum(0)
    return d, r, rho, total, rho / total


def useful_grid(mf, R):
    pts, wt = mf.grids.coords, mf.grids.weights
    near = np.min([((pts - x)**2).sum(1) for x in R], axis=0) < 100.0
    keep = near & (wt != 0)
    return pts[keep], wt[keep]


def volume_ratios(R, points, weighted_density):
    _, r, _, _, w = stockholder(R, points)
    return (r**3 * w) @ weighted_density / vfree


def scf_volumes(mf, R):
    pts, wt = useful_grid(mf, R)
    ao = mf.mol.eval_gto('GTOval_sph', pts)
    n = ((ao @ np.asarray(mf.make_rdm1())) * ao).sum(1)
    return volume_ratios(R, pts, wt * n)


# Reference state, volumes and MBD energy
mf0 = run_scf(R0)
dm = np.asarray(mf0.make_rdm1())
v0 = scf_volumes(mf0, R0)
E0, _, info = mbd(symbols, R0, v0)

# Energy from the frequency integral of the coupled response
uu, wu = frequency_grid(60)
E_integral = 0.0
for u, w in zip(uu, wu):
    a = np.repeat(info['alpha'] / (1 + (u / info['omega'])**2), 3)
    E_integral += w * np.linalg.slogdet(
        np.eye(3 * natom) + a[:, None] * info['T'])[1] / (2 * np.pi)
assert abs(E_integral - E0) < 1e-6 * abs(E0)

# Fixed-volume gradient and volume sensitivities against finite differences
step = 1e-3
grad_fixed, grad_fd = np.zeros((natom, 3)), np.zeros((natom, 3))
for i in range(natom):
    for a in range(3):
        t = np.zeros((natom, 3))
        t[i, a] = 1
        grad_fixed[i, a] = mbd(symbols, R0, v0, dR=t)[1]
        grad_fd[i, a] = (mbd(symbols, R0 + step * t, v0)[0]
                         - mbd(symbols, R0 - step * t, v0)[0]) / (2 * step)
c, c_fd = np.zeros(natom), np.zeros(natom)
for i in range(natom):
    t = np.eye(natom)[i]
    c[i] = mbd(symbols, R0, v0, dv=t)[1]
    c_fd[i] = (mbd(symbols, R0, v0 + step * t)[0]
               - mbd(symbols, R0, v0 - step * t)[0]) / (2 * step)
err_fixed = abs(grad_fixed - grad_fd).max() / abs(grad_fixed).max()
err_c = abs(c - c_fd).max() / abs(c).max()
assert err_fixed < 1e-4 and err_c < 1e-4

# Degenerate eigenvalues: equilateral triangle of equal oscillators
edge = 3.2 / ANG
tri = edge * np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]])
t = np.zeros((3, 3))
t[0] = [0.6, 0.5, 0.3]
_, tri_grad, tri_info = mbd('OOO', tri, np.ones(3), dR=t)
tri_fd = (mbd('OOO', tri + step * t, np.ones(3))[0]
          - mbd('OOO', tri - step * t, np.ones(3))[0]) / (2 * step)
tri_gap = np.diff(tri_info['lam']).min() / tri_info['lam'].mean()
assert tri_gap < 1e-10 and abs(tri_grad - tri_fd) < 1e-4 * abs(tri_fd)

# Volume term for all atoms from explicit, basis and relaxation parts
pts, wt = useful_grid(mf0, R0)
ao = mf0.mol.eval_gto('GTOval_sph_deriv1', pts)
ao_dm = ao[0] @ dm
wn = wt * (ao_dm * ao[0]).sum(1)
d, r, rho, total, w = stockholder(R0, pts)
k = c / vfree
m = k @ (r**3 * w)
explicit, basis_part = np.zeros((natom, 3)), np.zeros((natom, 3))
slices = mf0.mol.aoslice_by_atom()
for i in range(natom):
    slope = rho[i] * atoms[symbols[i]][0](r[i], 1)
    radial = (-slope / (r[i] * total) * (k[i] * r[i]**3 - m)
              - 3 * k[i] * r[i] * w[i])
    explicit[i] = (wn * radial) @ d[i]
    p, q = slices[i, 2:4]
    for a in range(3):
        basis_part[i, a] = -2 * (wt * m) @ (ao[a + 1][:, p:q]
                                            * ao_dm[:, p:q]).sum(1)
M = ao[0].T @ ((wt * m)[:, None] * ao[0])
mu = 0.005 / abs(c).max()
g_plus, g_minus = [np.asarray(run_scf(R0, dm, sgn * mu * M)
                              .nuc_grad_method().kernel()) for sgn in (1, -1)]
relaxation = (g_plus - g_minus) / (2 * mu)
grad_volume = explicit + basis_part + relaxation

# Two coordinates: full recomputation of SCF, volumes and MBD at displaced nuclei
separate, stretch = np.zeros((natom, 3)), np.zeros((natom, 3))
separate[3:, 2] = 1
stretch[1, 2] = 1
h = 0.01 / ANG
results = {}
for label, t in (('O...O separation', separate), ('donor O-H stretch', stretch)):
    ends = []
    for sgn in (1, -1):
        R = R0 + sgn * h * t
        v = scf_volumes(run_scf(R, dm), R)
        ends.append((mbd(symbols, R, v)[0], v))
    frozen = [c @ volume_ratios(R0 + s * step * t, pts, wn) for s in (1, -1)]
    results[label] = dict(
        fixed=(grad_fixed * t).sum(), volume=(grad_volume * t).sum(),
        explicit=(explicit * t).sum(),
        explicit_fd=(frozen[0] - frozen[1]) / (2 * step),
        total_fd=(ends[0][0] - ends[1][0]) / (2 * h),
        dv=(ends[0][1] - ends[1][1]) / (2 * h))

# Tolerance: 5 % of the summed magnitudes of the volume contributions in the
# stretch, to allow for the moving quadrature grid and the finite steps
tol = 0.05 * abs(c * results['donor O-H stretch']['dv']).sum()
for res in results.values():
    res['total'] = res['fixed'] + res['volume']
    res['volume_fd'] = c @ res['dv']
    assert abs(res['explicit'] - res['explicit_fd']) < 0.2 * tol
    assert abs(res['volume'] - res['volume_fd']) < tol
    assert abs(res['total'] - res['total_fd']) < tol
drift = abs(grad_volume.sum(0)).max()
assert drift < tol

print(f'O-H length {bond:.2f} A, angle {angle:.1f} deg, O...O {separation:.2f} A, '
      f'tilt {tilt:.0f} deg')
print(f'damping: beta {BETA:.2f}, steepness {STEEPNESS:.0f}')
print(f'free volumes: H {atoms["H"][1]*ANG**3:.3f}, O {atoms["O"][1]*ANG**3:.3f} A^3')
print(f'MBD energy from eigenvalues {E0*EV:.6f} eV')
print(f'MBD energy from frequency integral {E_integral*EV:.6f} eV')
modes = np.sqrt(info['lam']) * EV
print(f'coupled mode energies from {modes[0]:.3f} to {modes[-1]:.3f} eV')
print('atom: v, screened alpha (A^3), omega (eV), dE/dv (eV)')
for i in range(natom):
    print(f'  {names[i]}: {v0[i]:.4f}, {info["alpha"][i]*ANG**3:.4f}, '
          f'{info["omega"][i]*EV:.3f}, {c[i]*EV:.5f}')
print('atom: gradient norm at fixed v, norm of volume term (eV/A)')
for i in range(natom):
    print(f'  {names[i]}: {np.linalg.norm(grad_fixed[i])*FORCE:.5f}, '
          f'{np.linalg.norm(grad_volume[i])*FORCE:.5f}')
for label, res in results.items():
    print(f'{label}, derivatives of E_MBD in eV/A:')
    print(f'  fixed-volume part {res["fixed"]*FORCE:.6f}')
    print(f'  volume part {res["volume"]*FORCE:.6f}'
          f' (from displaced volumes {res["volume_fd"]*FORCE:.6f})')
    print(f'    explicit weights {res["explicit"]*FORCE:.6f}, density following '
          f'{(res["volume"]-res["explicit"])*FORCE:.6f}')
    print(f'  total {res["total"]*FORCE:.6f}'
          f' (full finite difference {res["total_fd"]*FORCE:.6f})')
    print(f'  total converted {res["total"]:.4e} hartree/bohr')
    print(f'  volume part / fixed part {res["volume"]/res["fixed"]:.4f}')
    print('  dv/dq (1/A): ' + ', '.join(
        f'{s} {x/ANG:.4f}' for s, x in zip(names, res['dv'])))
print(f'finite-difference step for nuclei {h*ANG:.3f} A')
print(f'field strength mu {mu:.2f} (dimensionless)')
print(f'relative error, fixed-v gradient {err_fixed:.1e}, dE/dv {err_c:.1e}')
print(f'triangle, edge {edge*ANG:.1f} A: relative eigenvalue gap {tri_gap:.1e}')
print(f'triangle derivative {tri_grad*FORCE:.7f}, '
      f'finite difference {tri_fd*FORCE:.7f} eV/A')
print(f'sum of volume terms over atoms, largest component {drift*FORCE:.1e} eV/A')
print(f'tolerance of the full-gradient test {tol*FORCE:.1e} eV/A')
print('PASS')
```

Printed output:

```
O-H length 0.96 A, angle 104.5 deg, O...O 2.90 A, tilt 55 deg
damping: beta 0.83, steepness 6
free volumes: H 1.098, O 2.926 A^3
MBD energy from eigenvalues -0.031623 eV
MBD energy from frequency integral -0.031623 eV
coupled mode energies from 12.143 to 21.890 eV
atom: v, screened alpha (A^3), omega (eV), dE/dv (eV)
  O1: 0.9859, 0.7657, 21.785, -0.00337
  H1: 0.7422, 0.4133, 12.466, -0.00156
  H2: 0.6135, 0.3402, 12.412, -0.00435
  O2: 0.9257, 0.7638, 20.422, -0.00041
  H3: 0.5630, 0.3070, 12.682, -0.00548
  H4: 0.5630, 0.3070, 12.682, -0.00548
atom: gradient norm at fixed v, norm of volume term (eV/A)
  O1: 0.01114, 0.00188
  H1: 0.00508, 0.00117
  H2: 0.00347, 0.00157
  O2: 0.00349, 0.00209
  H3: 0.00598, 0.00158
  H4: 0.00598, 0.00158
O...O separation, derivatives of E_MBD in eV/A:
  fixed-volume part 0.008481
  volume part 0.000143 (from displaced volumes 0.000142)
    explicit weights 0.002079, density following -0.001935
  total 0.008624 (full finite difference 0.008623)
  total converted 1.6771e-04 hartree/bohr
  volume part / fixed part 0.0169
  dv/dq (1/A): O1 -0.0307, H1 -0.0633, H2 -0.0372, O2 0.0516, H3 0.0183, H4 0.0183
donor O-H stretch, derivatives of E_MBD in eV/A:
  fixed-volume part 0.004835
  volume part -0.001175 (from displaced volumes -0.001174)
    explicit weights 0.000514, density following -0.001689
  total 0.003661 (full finite difference 0.003660)
  total converted 7.1193e-05 hartree/bohr
  volume part / fixed part -0.2429
  dv/dq (1/A): O1 0.1817, H1 0.1222, H2 0.1509, O2 -0.0482, H3 -0.0243, H4 -0.0243
finite-difference step for nuclei 0.010 A
field strength mu 24.84 (dimensionless)
relative error, fixed-v gradient 4.3e-07, dE/dv 7.1e-07
triangle, edge 3.2 A: relative eigenvalue gap 2.2e-16
triangle derivative -0.0033508, finite difference -0.0033508 eV/A
sum of volume terms over atoms, largest component 2.3e-07 eV/A
tolerance of the full-gradient test 8.7e-05 eV/A
PASS
```
